**Mean resistance of a line with varying width**

The program examines the relative excess $V/W^2$ of the mean resistance over the resistance at mean width, where $W$ is the mean and $V$ the variance of the width $w$. It averages $1/w$ directly and asserts the exact excess identity, its bounds, the remainder bound and the sign and size of the first skewness correction. For an ensemble of short pieces, it asserts that some lie below the resistance at the ensemble mean width while their mean lies above it. A separate two-dimensional flow solution, built from harmonic stream functions, is asserted to lie between the slice value and a slope-corrected upper bound. In the main example the resistance is 125 Ω at mean width, 127.5 Ω in the leading estimate and 127.60 Ω in two-dimensional flow. The output also shows an excess of 2.80% for a meander of constant width, where the width variance is zero. In the slow, weak case the ratio of the flow excess to $V/W^2$ is 1.0004.

## Program and output

```python
"""
Result under test: a conducting line of slowly varying width w has mean
resistance above the resistance at mean width W; the relative excess is
V/W^2 to leading order, where V is the variance of w.
Slice model: R = (rho/t) * integral dx/w, with resistivity rho, thickness t.
The slice model is itself tested against two-dimensional current flow.
Lengths are in nm, resistivity in nanoohm metre, resistance in ohm.
"""
import numpy as np

rho, thickness, length = 50.0, 40.0, 2000.0
mean_width, amplitude, period = 20.0, 4.0, 400.0
theta = 2 * np.pi * np.arange(4096) / 4096


def slice_excess(width):
    """Relative excess from direct averaging of the slice resistances."""
    return width.mean() * np.mean(1 / width) - 1


def leading_excess(width):
    return width.var() / width.mean()**2


def flow_squares(top, bottom, wavelength, modes=20):
    """Two-dimensional resistance of one period, in units of rho/t.

    The stream function is y plus harmonic functions. Its values on the
    two edges are constants, whose difference is the current per field.
    The edges must be even functions of x.
    """
    k = 2 * np.pi / wavelength
    x = (np.arange(128) + 0.5) * wavelength / 256
    y = np.concatenate([top(x), bottom(x)])
    xx = np.concatenate([x, x])
    half = mean_width / 2
    columns = []
    for n in range(1, modes + 1):
        wave = np.cos(n * k * xx)
        columns.append(wave * np.cosh(n*k*y) / np.cosh(n*k*half))
        columns.append(wave * np.sinh(n*k*y) / np.sinh(n*k*half))
    on_top = np.concatenate([np.ones(128), np.zeros(128)])
    columns += [-on_top, on_top - 1]
    matrix = np.array(columns).T
    solution = np.linalg.lstsq(matrix, -y, rcond=None)[0]
    residual = np.max(np.abs(matrix @ solution + y))
    assert residual < 1e-5, "edges are not streamlines"
    return wavelength / (solution[-2] - solution[-1])


# Identity, bounds and remainder on skewed profiles of both signs
shape = np.cos(theta) + 0.5 * np.cos(2 * theta)
print("Skewed profiles, relative amplitude 0.2:")
for sign in (1, -1):
    w = mean_width * (1 + sign * 0.2 * shape)
    W, d = w.mean(), w - w.mean()
    e, v = slice_excess(w), leading_excess(w)
    assert abs(e - np.mean(d**2 / w) / W) < 1e-12
    assert w.var() / (W * w.max()) < e < w.var() / (W * w.min())
    assert abs(e - v) <= np.max(np.abs(d)) / w.min() * v
    assert abs((e - v) + np.mean(d**3 / w) / W**2) < 1e-12
    assert np.sign(e - v) == -np.sign(np.mean(d**3))
    print(f"  skew sign {sign:+d}: excess {100*e:.4f} %, "
          f"leading {100*v:.4f} %")

# The first correction is minus the third central moment over W^3
small = 1e-3
w = mean_width * (1 + small * shape)
slope = (slice_excess(w) / leading_excess(w) - 1) / small
expected_slope = -np.mean(shape**3) / np.mean(shape**2)
assert abs(slope - expected_slope) < 5e-3

# Main example
w = mean_width + amplitude * np.cos(theta)
R_mean_width = rho * length / (thickness * mean_width)
e, v = slice_excess(w), leading_excess(w)
R_slice = rho * length / thickness * np.mean(1 / w)
R_leading = R_mean_width * (1 + v)
print(f"Resistivity: {rho:.1f} nanoohm metre")
print(f"Length: {length:.0f} nm; thickness: {thickness:.0f} nm")
print(f"Mean width: {mean_width:.1f} nm; amplitude: {amplitude:.1f} nm")
print(f"Period: {period:.0f} nm")
print(f"Width variance: {w.var():.4f} nm^2")
print(f"Width standard deviation: {w.std():.4f} nm")
print(f"Resistance at mean width: {R_mean_width:.4f} ohm")
print(f"Leading estimate: {R_leading:.4f} ohm")
print(f"Slice integral: {R_slice:.4f} ohm")
print(f"Leading excess: {100*v:.4f} %; slice excess: {100*e:.4f} %")
low = w.var() / (mean_width * w.max())
high = w.var() / (mean_width * w.min())
print(f"Bounds on slice excess: {100*low:.4f} % to {100*high:.4f} %")
assert low < e < high

print("Amplitude table (sinusoidal width):")
for a in (1.0, 2.0, 4.0, 8.0):
    wa = mean_width + a * np.cos(theta)
    ea, va = slice_excess(wa), leading_excess(wa)
    closed = 1 / np.sqrt(1 - (a / mean_width)**2) - 1
    assert abs(ea - closed) < 1e-12
    print(f"  {a:.0f} nm: slice {100*ea:.4f} %, leading {100*va:.4f} %, "
          f"ratio {ea/va:.4f}")

# Ensemble of short pieces with uniformly distributed starting phase
piece = 100.0
nodes, weights = np.polynomial.legendre.leggauss(32)
position = piece * (nodes + 1) / 2
weights = weights / 2
phases = 2 * np.pi * np.arange(720) / 720
w_piece = mean_width + amplitude * np.cos(
    2 * np.pi * position[None, :] / period + phases[:, None])
R_piece = rho * piece / thickness * ((1 / w_piece) @ weights)
piece_mean = w_piece @ weights
within = np.mean((w_piece - piece_mean[:, None])**2 @ weights)
between = piece_mean.var()
R_piece_ref = rho * piece / (thickness * mean_width)
assert abs(within + between - w.var()) < 1e-10
assert R_piece.min() < R_piece_ref < R_piece.mean()
assert abs(R_piece.mean() / R_piece_ref - 1 - e) < 1e-10
print(f"Pieces of {piece:.0f} nm, random phase:")
print(f"  resistance at ensemble mean width: {R_piece_ref:.4f} ohm")
print(f"  lowest {R_piece.min():.4f}, mean {R_piece.mean():.4f}, "
      f"highest {R_piece.max():.4f} ohm")
print(f"  variance within pieces: {within:.4f} nm^2")
print(f"  variance of piece means: {between:.4f} nm^2")

# Two-dimensional flow: slice value below, slope-corrected value above
print("Two-dimensional flow, excess over resistance at mean width:")
cases = [("symmetric", 400.0, 0.5, -0.5),
         ("symmetric", 100.0, 0.5, -0.5),
         ("one rough edge", 400.0, 1.0, 0.0),
         ("one rough edge", 100.0, 1.0, 0.0),
         ("meander", 100.0, 1.0, 1.0)]
flow_results = []
for name, wavelength, top_part, bottom_part in cases:
    k = 2 * np.pi / wavelength

    def top(x):
        return mean_width/2 + top_part * amplitude * np.cos(k * x)

    def bottom(x):
        return -mean_width/2 + bottom_part * amplitude * np.cos(k * x)

    x = theta / k
    width = top(x) - bottom(x)
    slope_top = -k * top_part * amplitude * np.sin(theta)
    slope_bottom = -k * bottom_part * amplitude * np.sin(theta)
    centre_slope = (slope_top + slope_bottom) / 2
    width_slope = slope_top - slope_bottom
    slope_term = centre_slope**2 + width_slope**2 / 12
    lower = mean_width * np.mean(1 / width) - 1
    upper = mean_width * np.mean((1 + slope_term) / width) - 1
    flow = flow_squares(top, bottom, wavelength) \
        * mean_width / wavelength - 1
    assert lower - 1e-9 <= flow <= upper + 1e-9
    flow_results.append(flow)
    print(f"  {name}, period {wavelength:.0f} nm: {100*flow:.4f} %")
    print(f"    bounds {100*lower:.4f} % to {100*upper:.4f} %; "
          f"mean slope term {100*slope_term.mean():.4f} %")

R_flow = R_mean_width * (1 + flow_results[0])
print(f"Main example, two-dimensional flow: {R_flow:.4f} ohm")
assert abs(flow_results[0] / e - 1) < 0.02
assert flow_results[-1] > 0.01

# With slow edges and small amplitude, full flow obeys the leading law
tiny, long_period = 0.2, 2000.0
k = 2 * np.pi / long_period
flow = flow_squares(
    lambda x: mean_width/2 + tiny/2 * np.cos(k * x),
    lambda x: -mean_width/2 - tiny/2 * np.cos(k * x),
    long_period, modes=8) * mean_width / long_period - 1
v_tiny = leading_excess(mean_width + tiny * np.cos(theta))
assert abs(flow / v_tiny - 1) < 2e-3
print(f"Slow weak limit (amplitude {tiny:.1f} nm, "
      f"period {long_period:.0f} nm):")
print(f"  flow excess / leading excess = {flow/v_tiny:.5f}")

print("finished without a failed check")
```

Running it gives:

```
Skewed profiles, relative amplitude 0.2:
  skew sign +1: excess 2.3029 %, leading 2.5000 %
  skew sign -1: excess 2.9628 %, leading 2.5000 %
Resistivity: 50.0 nanoohm metre
Length: 2000 nm; thickness: 40 nm
Mean width: 20.0 nm; amplitude: 4.0 nm
Period: 400 nm
Width variance: 8.0000 nm^2
Width standard deviation: 2.8284 nm
Resistance at mean width: 125.0000 ohm
Leading estimate: 127.5000 ohm
Slice integral: 127.5776 ohm
Leading excess: 2.0000 %; slice excess: 2.0621 %
Bounds on slice excess: 1.6667 % to 2.5000 %
Amplitude table (sinusoidal width):
  1 nm: slice 0.1252 %, leading 0.1250 %, ratio 1.0019
  2 nm: slice 0.5038 %, leading 0.5000 %, ratio 1.0076
  4 nm: slice 2.0621 %, leading 2.0000 %, ratio 1.0310
  8 nm: slice 9.1089 %, leading 8.0000 %, ratio 1.1386
Pieces of 100 nm, random phase:
  resistance at ensemble mean width: 6.2500 ohm
  lowest 5.2975, mean 6.3789, highest 7.6260 ohm
  variance within pieces: 1.5154 nm^2
  variance of piece means: 6.4846 nm^2
Two-dimensional flow, excess over resistance at mean width:
  symmetric, period 400 nm: 2.0787 %
    bounds 2.0621 % to 2.0787 %; mean slope term 0.0164 %
  symmetric, period 100 nm: 2.3205 %
    bounds 2.0621 % to 2.3279 %; mean slope term 0.2632 %
  one rough edge, period 400 nm: 2.1281 %
    bounds 2.0621 % to 2.1285 %; mean slope term 0.0658 %
  one rough edge, period 100 nm: 3.0175 %
    bounds 2.0621 % to 3.1256 %; mean slope term 1.0528 %
  meander, period 100 nm: 2.8029 %
    bounds 0.0000 % to 3.1583 %; mean slope term 3.1583 %
Main example, two-dimensional flow: 127.5983 ohm
Slow weak limit (amplitude 0.2 nm, period 2000 nm):
  flow excess / leading excess = 1.00040
finished without a failed check
```
